\section*{Darken Interdiffusion and Kirkendall Velocity: Two Derivations, with Manning's Correction}

\section{The moving markers}

Two blocks of a substitutional alloy, one rich in A and the other rich in B, are welded together with inert markers at the weld and annealed. The compositions mix, and the markers move relative to the far ends of the couple. Atoms change places by exchanging with vacancies. If A exchanges faster than B, more atoms cross a marked lattice plane one way than the other, and a net vacancy flux crosses it in compensation. Two quantities describe the outcome: an interdiffusion coefficient $\tilde D$ for the mixing and a velocity $v$ for the lattice planes. How do both follow from the motion of the two species?

Diffusion is along $z$, and $\partial$ means $\partial/\partial z$. The alloy is isothermal and free of stress. Each site has the same volume $\Omega=1/n$, whatever atom occupies it. The vacancy fraction is so small that $c_A+c_B=n$ and $x_i=c_i/n$. Fluxes $J_i$ are counted relative to the local lattice planes, which move with velocity $v(z,t)$ in the laboratory, where the far ends of the couple rest. Markers are taken to move with the planes. The cross-section is taken as fixed, so that sites created or removed change the length along $z$ alone; where part of the volume change goes sideways, as in thin unconstrained samples, the marker shift is smaller than derived here.

\section{First derivation: fluxes on the lattice}

An atom that leaves a site exchanges with a vacancy, so
\begin{equation}
J_A+J_B+J_V=0 .
\end{equation}
The dissipation per volume is $-J_A\partial\mu_A-J_B\partial\mu_B-J_V\partial\mu_V$. Eliminating $J_V$ turns it into
\begin{equation}
-J_A\,\partial(\mu_A-\mu_V)-J_B\,\partial(\mu_B-\mu_V),
\end{equation}
which identifies the forces conjugate to the two independent fluxes. The linear laws are
\begin{align}
J_A&=-L_{AA}\,\partial(\mu_A-\mu_V)-L_{AB}\,\partial(\mu_B-\mu_V),\\
J_B&=-L_{BA}\,\partial(\mu_A-\mu_V)-L_{BB}\,\partial(\mu_B-\mu_V).
\end{align}

Now let dislocations and other sources and sinks be dense enough to keep the vacancies in equilibrium everywhere. Creating a vacancy then costs no free energy, so $\mu_V=0$ and $\partial\mu_V=0$. The Gibbs--Duhem relation at constant temperature and pressure, $c_A\partial\mu_A+c_B\partial\mu_B+c_V\partial\mu_V=0$, loses its last term:
\begin{equation}
x_A\,\partial\mu_A+x_B\,\partial\mu_B=0 .
\label{eq:gd}
\end{equation}
With $\mu_A=\mu_A^\circ+kT\ln(\gamma_Ax_A)$,
\begin{equation}
\partial\mu_A=kT\,\Phi\,\frac{\partial x_A}{x_A},\qquad
\Phi=1+\frac{d\ln\gamma_A}{d\ln x_A}.
\end{equation}
Equation (\ref{eq:gd}) and $\partial x_B=-\partial x_A$ then give
\begin{equation}
\partial\mu_B=-\frac{x_A}{x_B}\,\partial\mu_A
=-kT\,\Phi\,\frac{\partial x_A}{x_B}=kT\,\Phi\,\frac{\partial x_B}{x_B},
\end{equation}
so one thermodynamic factor $\Phi$ serves both species.

Insert these gradients into $J_A$, using $\partial x_i/x_i=\partial c_i/c_i$ and $\partial c_B=-\partial c_A$:
\begin{equation}
J_A=-kT\Phi\left(\frac{L_{AA}}{c_A}-\frac{L_{AB}}{c_B}\right)\partial c_A .
\end{equation}
The same substitution in $J_B$ completes the pair $J_i=-D_i\,\partial c_i$, with the intrinsic coefficients
\begin{equation}
D_A=kT\Phi\left(\frac{L_{AA}}{c_A}-\frac{L_{AB}}{c_B}\right),\quad
D_B=kT\Phi\left(\frac{L_{BB}}{c_B}-\frac{L_{BA}}{c_A}\right).
\label{eq:intrinsic}
\end{equation}

In the laboratory the flux of species $i$ is $J_i+c_iv$. The total atomic density $n$ is constant, so the total flux $J_A+J_B+nv$ cannot depend on $z$. It vanishes at the resting ends and therefore everywhere:
\begin{equation}
v=-\frac{J_A+J_B}{n}=\frac{D_A\,\partial c_A+D_B\,\partial c_B}{n}
=(D_A-D_B)\,\partial x_A .
\label{eq:v}
\end{equation}
Since $J_V=-(J_A+J_B)$, this is also $v=\Omega J_V$: the planes drift in the direction of the vacancy flux. Sites are created at the rate $n\,\partial v=\partial J_V$ per volume, and removed where this is negative.

The laboratory flux of A is
\begin{align}
J_A+c_Av&=-D_A\,\partial c_A+x_A(D_A-D_B)\,\partial c_A\nonumber\\
&=-(x_BD_A+x_AD_B)\,\partial c_A ,
\end{align}
because $1-x_A=x_B$. Hence
\begin{equation}
\tilde D=x_BD_A+x_AD_B .
\label{eq:D}
\end{equation}
Each intrinsic coefficient is weighted by the fraction of the other species. In a dilute solution of A, $\tilde D\to D_A$.

To express $\tilde D$ through the Onsager coefficients, insert (\ref{eq:intrinsic}) and bring all terms over $n x_Ax_B$:
\begin{equation}
\tilde D=\frac{kT\Phi}{n x_Ax_B}
\left[x_B^2L_{AA}-x_Ax_B(L_{AB}+L_{BA})+x_A^2L_{BB}\right].
\label{eq:DL}
\end{equation}
The bracket is the quadratic form of $L$ for the vector $(x_B,-x_A)$. It is positive when $L$ is positive definite, so $\tilde D$ has the sign of $\Phi$. Where $\Phi<0$ the uniform alloy is unstable, and this local diffusion equation is ill-posed.

\section{Second derivation: least dissipation in the laboratory}

Start instead from what an observer at rest sees. Constant $n$ forces the laboratory fluxes to be opposite, $j$ for A and $-j$ for B. The lattice velocity $v$ is left unknown. Relative to the lattice,
\begin{equation}
J_A=j-c_Av,\qquad J_B=-j-c_Bv .
\label{eq:rel}
\end{equation}

Let $g(x_A)$ be the free energy per atom. Site creation at vacancy equilibrium costs nothing, so the free energy per area is $G=\int n g\,dz$. With $n\,\partial_tx_A=-\partial j$ and no flux at the ends, integration by parts gives
\begin{equation}
\frac{dG}{dt}=-\int g'\,\partial j\,dz=\int j\,\partial g'\,dz=-\int jF\,dz,
\qquad F=-\partial g' .
\end{equation}

Friction arises from motion relative to the lattice. For symmetric $L$ with inverse $R$, half the dissipation per volume is $\Psi=\frac12\sum_{ik}R_{ik}J_iJ_k$. Onsager's principle states that the actual rates minimise $\Psi$ plus the rate of change of free energy. For given forces $X_i$, minimising $\Psi-\sum_iJ_iX_i$ gives $X_i=\sum_kR_{ik}J_k$, which is the linear law. Here the function to be minimised is
\begin{equation}
\mathcal R(j,v)=\Psi-jF .
\end{equation}
The sources are assumed to act without friction, so $v$ may take any value at each $z$ and is varied freely.

Write $K_i=\sum_kR_{ik}J_k$ for the friction force per atom. Since $\partial\Psi/\partial J_i=K_i$, equation (\ref{eq:rel}) and the chain rule give
\begin{align}
\frac{\partial\mathcal R}{\partial v}=0:&\quad c_AK_A+c_BK_B=0,\label{eq:force}\\
\frac{\partial\mathcal R}{\partial j}=0:&\quad K_A-K_B=F .
\end{align}
The first condition says that the lattice feels no net force. Together they yield $K_A=x_BF$ and $K_B=-x_AF$. The stationary point is a minimum, because $\Psi$ is positive definite in the $J_i$ and the map from $(j,v)$ to $(J_A,J_B)$ is invertible, with determinant $-n$.

Inverting $K=RJ$,
\begin{align}
J_A&=(x_BL_{AA}-x_AL_{AB})F,\\
J_B&=(x_BL_{AB}-x_AL_{BB})F .
\end{align}
Adding the two parts of (\ref{eq:rel}) gives $nv=-(J_A+J_B)$. Multiplying them by $x_B$ and $-x_A$ and adding removes $v$:
\begin{equation}
j=x_BJ_A-x_AJ_B=(x_B^2L_{AA}-2x_Ax_BL_{AB}+x_A^2L_{BB})F .
\end{equation}

It remains to express $F$. From $\mu_A=g+x_Bg'$ we get $d\mu_A/dx_A=g'-g'+x_Bg''=x_Bg''$. Comparison with $d\mu_A/dx_A=kT\Phi/x_A$ gives $g''=kT\Phi/(x_Ax_B)$, so
\begin{equation}
F=-\frac{kT\Phi}{x_Ax_B}\,\partial x_A=-\frac{kT\Phi}{n x_Ax_B}\,\partial c_A .
\end{equation}
Then $j=-\tilde D\,\partial c_A$ with the $\tilde D$ of (\ref{eq:DL}) for $L_{BA}=L_{AB}$. The velocity is
\begin{align}
v&=\frac{kT\Phi}{n x_Ax_B}
\left[x_BL_{AA}-x_AL_{AB}+x_BL_{AB}-x_AL_{BB}\right]\partial x_A\nonumber\\
&=kT\Phi\left[\frac{L_{AA}}{c_A}-\frac{L_{AB}}{c_B}
+\frac{L_{AB}}{c_A}-\frac{L_{BB}}{c_B}\right]\partial x_A ,
\end{align}
which is $(D_A-D_B)\,\partial x_A$, as in (\ref{eq:v}).

\section{What each derivation assumes}

Both need linear response, constant site volume and few vacancies. They differ in two respects.

The first derivation did not use $L_{AB}=L_{BA}$. The second did, since a dissipation function contains the symmetric part of $R$ alone. Symmetry is thus not a condition for (\ref{eq:v}) and (\ref{eq:D}), although it reduces the number of independent coefficients.

Vacancy equilibrium also enters differently. The first derivation imposes $\partial\mu_V=0$. The second assumes that planes can be built and removed without free-energy cost or friction, and obtains the force balance (\ref{eq:force}). The two agree: the friction forces are $K_i=-\partial(\mu_i-\mu_V)$, so (\ref{eq:force}) reads $c_A\partial\mu_A+c_B\partial\mu_B=n\,\partial\mu_V$. With the full Gibbs--Duhem relation this becomes $(n+c_V)\,\partial\mu_V=0$.

The second route also shows what happens when sources are absent. No sites can then be created, so $v=0$ and $\mathcal R$ is minimised over $j$ alone. Since $\Psi$ is quadratic, the minimum value is $-\frac12jF$ in either case. A minimum under a constraint cannot lie lower than the free one, so $jF$ is at most as large under the constraint. In both cases $j$ has the sign of $F$, so for a given composition profile and the same coefficients $L_{ik}$ the constrained $|j|$ is at most as large. Blocking the sources stops the markers. The bound on the flux needs the same $L_{ik}$, and these are proportional to the local vacancy fraction, which without sources is no longer held at equilibrium. Where vacancies accumulate strongly enough, the local flux at a given gradient can exceed its value with sources; whether this happens depends on the couple.

\section{Tracer diffusivities: Darken and Manning}

The $L$ coefficients are related to the tracer diffusivities $D_i^*$ of the homogeneous alloy. Linear response gives $L_{ik}=\langle\mathbf R_i\cdot\mathbf R_k\rangle/(6VkTt)$ at long times, where $\mathbf R_i$ is the summed displacement of all $i$ atoms in volume $V$. If correlations between different atoms are dropped, $\langle\mathbf R_A^2\rangle$ becomes $N_A$ times the mean square displacement $6D_A^*t$ of one atom. Then $L_{ii}=c_iD_i^*/kT$ and $L_{AB}=0$, and (\ref{eq:intrinsic}) and (\ref{eq:D}) reduce to Darken's equations
\begin{equation}
D_i=\Phi D_i^*,\qquad \tilde D=\Phi\,(x_BD_A^*+x_AD_B^*) .
\end{equation}
This step is an approximation separate from vacancy equilibrium. Successive exchanges with one vacancy do correlate the displacements of different atoms.

For a random alloy Manning's theory supplies these correlations. It is stated here without derivation. With $f_0$ the tracer correlation factor of the pure lattice, $\xi=(1-f_0)/f_0$ and $\bar D=x_AD_A^*+x_BD_B^*$,
\begin{equation}
L_{ik}=\frac{c_iD_i^*}{kT}\left[\delta_{ik}+\xi\,\frac{c_kD_k^*}{n\bar D}\right].
\end{equation}
Let $\Delta=D_A^*-D_B^*$. Then $kTL_{AA}/c_A=D_A^*(1+\xi x_AD_A^*/\bar D)$ and $kTL_{AB}/c_B=D_A^*\,\xi x_AD_B^*/\bar D$. Their difference gives $D_A$, and exchanging labels gives $D_B$:
\begin{equation}
D_A=\Phi D_A^*\left(1+\frac{\xi x_A\Delta}{\bar D}\right),\quad
D_B=\Phi D_B^*\left(1-\frac{\xi x_B\Delta}{\bar D}\right).
\label{eq:manning}
\end{equation}
The vacancy wind raises the intrinsic coefficient of the faster species and lowers that of the slower one. With A the faster species and $x_B>f_0$, the bracket in $D_B$ stays positive only for $D_A^*/D_B^*<x_B/(x_B-f_0)$. This is also the largest tracer ratio that Manning's random alloy can reach, and the formulas should not be used beyond it. Subtracting,
\begin{equation}
D_A-D_B=\Phi\Delta\left(1+\xi\,\frac{x_AD_A^*+x_BD_B^*}{\bar D}\right)
=\Phi\Delta(1+\xi)=\frac{\Phi\Delta}{f_0}.
\end{equation}
At given composition and gradient the marker velocity is Darken's divided by $f_0$. In $\tilde D$ the wind terms add up to $\Phi\xi x_Ax_B\Delta^2/\bar D$. Darken's $\tilde D$ is therefore multiplied by
\begin{equation}
S=1+\frac{\xi\,x_Ax_B\Delta^2}{\bar D\,(x_BD_A^*+x_AD_B^*)} .
\end{equation}
Multiplying out the denominator gives $D_A^*D_B^*+x_Ax_B\Delta^2$. The fraction multiplying $\xi$ is thus at least 0 and below 1, so $1\le S<1/f_0$ for positive tracer diffusivities.

The program measured these relations by following vacancies through a random bcc alloy with $x_A=2/3$. When A atoms jump twice as fast as B atoms, $S=1.026\pm0.005$ against Manning's 1.022. At a jump-rate ratio of 5 the walks give $1.141\pm0.004$ against 1.107, so for these walks of 1000 vacancy jumps Manning accounts for about three quarters of the measured $S-1$. For $(D_A-D_B)/(\Phi\Delta)$ they give $1.438\pm0.011$ at ratio 5 and $1.422\pm0.020$ at ratio 2, against 1.375. The excess at ratio 2 is about two standard errors and does not establish a departure from Manning's value; better statistics put this quantity near 1.38. At ratio 5 the coefficient $kTL_{AA}/(c_AD_A^*)$ is $1.370\pm0.007$ against Manning's 1.328, a gap of 0.042 at this walk length. The uncertainties are statistical and rough, being estimated from the scatter of 20 groups of walks. Walks of half the length gave $S=1.125$ at ratio 5, so the result still depends on walk length, and the gap of 0.034 is not a converged measure of the theory's error. Between walks of about 500 and 4000 jumps $S$ at ratio 5 rises from about 1.12 to 1.15, and $(D_A-D_B)/(\Phi\Delta)$ from about 1.40 to 1.45, without levelling off.

\section{A diffusion couple}

Take a model bcc alloy with $D_A^*=1.0\times10^{-14}$ and $D_B^*=2.5\times10^{-15}\ \mathrm{m^2/s}$, both independent of composition. Let it be a regular solution, whose $g/kT$ contains $x_A\ln x_A+x_B\ln x_B+\omega x_Ax_B$ plus linear terms, with $\omega=-0.5$. Differentiating twice, $g''/kT=1/(x_Ax_B)-2\omega$, so $\Phi=1-2\omega x_Ax_B$. At $x_A=0.5$, $\Phi=1+0.25=1.25$.

Darken's coefficients there are $D_A=1.25\times10^{-14}$ and $D_B=3.125\times10^{-15}\ \mathrm{m^2/s}$. Their mean is $\tilde D=7.81\times10^{-15}\ \mathrm{m^2/s}$, or $7.81\times10^{-11}\ \mathrm{cm^2/s}$.

For bcc, $f_0=0.7272$ and $\xi=0.375$. Using Manning's correction with $\Phi\neq1$ treats the weakly interacting alloy as if its atoms were still placed at random. The tracer ratio here is 4. At the tracer ratio 3.5 of the ratio-5 walks, which are not converged in length, the measured $S$ and $D_A-D_B$ exceeded Manning's values by about 3\% and 5\% of those values (about 1 to 4\% and 2 to 5\% as the walk length goes from 500 to 4000 jumps), so the digits below are those of Manning's formulas and not a measure of their accuracy. Here $\Delta/\bar D=7.5/6.25=1.2$, and the brackets in (\ref{eq:manning}) are $1\pm0.375\times0.5\times1.2=1\pm0.225$. Hence $D_A=1.53\times10^{-14}$ and $D_B=2.42\times10^{-15}\ \mathrm{m^2/s}$. At this composition both factors in the denominator of $S$ equal $\bar D$, so $S=1+0.375\times0.25\times1.2^2=1.135$ and $\tilde D=8.87\times10^{-15}\ \mathrm{m^2/s}$.

Now join $x_A=0.75$ on the left to $x_A=0.25$ on the right and anneal for 100 h. The equation $\partial_tx_A=\partial(\tilde D\,\partial x_A)$ with a step as initial state contains no length scale, so $x_A$ depends on $\lambda=z/\sqrt t$ alone. With $\partial_tx_A=-(\lambda/2t)\,x_A'$ and $\partial x_A=x_A'/\sqrt t$ it becomes
\begin{equation}
(\tilde D\,x_A')'=-\tfrac12\lambda\,x_A' .
\end{equation}
A marker starting at $z=0$ obeys $dz_K/dt=(D_A-D_B)\,x_A'/\sqrt t$. The trial $z_K=\lambda_K\sqrt t$ has $dz_K/dt=\lambda_K/(2\sqrt t)$ and satisfies this if
\begin{equation}
\tfrac12\lambda_K=(D_A-D_B)\,x_A'(\lambda_K),\qquad\text{so that}\qquad z_K=2v_Kt .
\end{equation}
Since $\lambda_K$ is fixed, the marker keeps its composition.

In Darken's form the numerical solution puts the marker at $x_A=0.535$, where $D_A-D_B=9.37\times10^{-15}\ \mathrm{m^2/s}$ and $\partial x_A=-2.68\times10^{-3}\ \mathrm{\mu m^{-1}}$. The product is $v_K=-0.0251\ \mathrm{nm/s}$, or $-0.0905\ \mathrm{\mu m/h}$, and $z_K=2\times(-0.0905)\times100=-18.1\ \mathrm{\mu m}$. The minus sign means motion to the left, toward the side rich in the faster species.

With Manning's correction the marker sits at $x_A=0.545$, with $D_A-D_B=1.287\times10^{-14}\ \mathrm{m^2/s}$ and $\partial x_A=-2.51\times10^{-3}\ \mathrm{\mu m^{-1}}$. This gives $v_K=-0.1165\ \mathrm{\mu m/h}$ and $z_K=-23.3\ \mathrm{\mu m}$. The displacement grows by a factor of 1.29, less than $1/f_0=1.375$, because the gradient at the marker is about 6\% smaller than in Darken's case.

As a numerical check, the program also followed the couple in the lattice frame, using Onsager fluxes between slabs that swell and shrink. The marker displacements were $-18.10$ and $-23.31\ \mathrm{\mu m}$, in agreement with the laboratory-frame solution.

\section*{Values computed for the example and the checks}
\begin{verbatim}
f0, bcc lattice integral: 0.7272
f0, vacancy walks with equal rates: 0.7297
wind parameter (1-f0)/f0: 0.3751
1/f0: 1.3751
random-alloy walks: xA = 0.6667
rate ratio 2, tracer ratio DA*/DB*: 1.684 +- 0.001
rate ratio 2, kT LAA/(cA DA*): 1.297 +- 0.006; Manning 1.289
rate ratio 2, kT LBB/(cB DB*): 1.074 +- 0.006; Manning 1.086
rate ratio 2, reduced cross term LAB: 0.358 +- 0.010; Manning 0.375
rate ratio 2, (DA-DB)/(DA*-DB*): 1.422 +- 0.020; Manning 1.375
rate ratio 2, factor S: 1.026 +- 0.005; Manning 1.022
rate ratio 2, sum-rule quotient (exact value 1): 1.015
rate ratio 5, tracer ratio DA*/DB*: 3.508 +- 0.003
rate ratio 5, kT LAA/(cA DA*): 1.370 +- 0.007; Manning 1.328
rate ratio 5, kT LBB/(cB DB*): 1.047 +- 0.007; Manning 1.047
rate ratio 5, reduced cross term LAB: 0.352 +- 0.011; Manning 0.375
rate ratio 5, (DA-DB)/(DA*-DB*): 1.438 +- 0.011; Manning 1.375
rate ratio 5, factor S: 1.141 +- 0.004; Manning 1.107
rate ratio 5, sum-rule quotient (exact value 1): 1.006
rate ratio 5, share of S-1 given by Manning: 0.76
rate ratio 5, S from half-length walks: 1.125
rate ratio 5, S from the smaller cell: 1.138
largest S on the scanned range: 1.3750
DA* : 1.00e-14 m^2/s
DB* : 2.50e-15 m^2/s
interaction/kT: -0.50
Phi at xA=0.5: 1.2500
Darken, xA=0.5, DA: 1.2500e-14 m^2/s
Darken, xA=0.5, DB: 3.1250e-15 m^2/s
Darken, xA=0.5, interdiffusion: 7.8125e-15 m^2/s = 7.8125e-11 cm^2/s
Manning, xA=0.5, DA: 1.5314e-14 m^2/s
Manning, xA=0.5, DB: 2.4216e-15 m^2/s
Manning, xA=0.5, interdiffusion: 8.8676e-15 m^2/s = 8.8676e-11 cm^2/s
S at xA=0.5: 1.1351
couple: xA left 0.75, right 0.25, time 100 h
Darken, marker xA: 0.5347
Darken, DA-DB at marker: 9.3660e-15 m^2/s
Darken, gradient of xA at marker: -2.6837e-03 per um
Darken, marker velocity: -0.0905 um/h = -2.5135e-02 nm/s
Darken, marker displacement: -18.10 um
Darken, displacement, lattice simulation: -18.10 um
Darken, velocity, lattice simulation: -0.0905 um/h
Darken, largest profile difference in xA: 5.5e-06
Manning, marker xA: 0.5448
Manning, DA-DB at marker: 1.2871e-14 m^2/s
Manning, gradient of xA at marker: -2.5136e-03 per um
Manning, marker velocity: -0.1165 um/h = -3.2354e-02 nm/s
Manning, marker displacement: -23.29 um
Manning, displacement, lattice simulation: -23.31 um
Manning, velocity, lattice simulation: -0.1165 um/h
Manning, largest profile difference in xA: 5.6e-06
\end{verbatim}
